# Effective charge 5e/3 in the shot noise of a Kondo dot

A quantum dot in the Kondo regime is biased with $V=10\ \mu\mathrm V$. Perfect transmission of both spins would give a current of 774.8 pA. For a Kondo scale of 0.10 meV, the leading low-bias theory gives 3.87 pA less. At zero temperature the noise $S$ of this small missing current $I_b$ satisfies $S/(2I_b)=2.67\times10^{-19}$ C, which is 1.667 electron charges. Every electron that fails to cross carries one charge $e$, so the factor must come from how the failures are grouped in time.

## Setting and theorem

**Assumptions.**

1. A spin-1/2 Kondo dot couples equally to two leads. There is particle-hole symmetry, no magnetic field and no potential scattering.
2. The chemical potentials are $+eV/2$ (source) and $-eV/2$ (drain), with $e>0$ and $V>0$. Energies are measured from the equilibrium Fermi level.
3. The temperature is zero, and $eV\ll T_K$. The last section states what a finite temperature changes.

Here $T_K$ is an energy, defined by the slope of the phase shift in the even combination of the leads, $\delta(\varepsilon)=\pi/2+\varepsilon/T_K$. Other definitions of the Kondo temperature differ by a numerical factor. This rescales the currents below but not the effective charge.

The backscattered current is $I_b=(2e^2/h)V-I$, and $S$ is the one-sided zero-frequency noise, so that independent transfers of charge $q$ give $S=2qI_b$.

**Theorem.** To order $V^3$,
$$I_b=\frac{e^2V}{h}\left(\frac{eV}{T_K}\right)^2,\qquad S=2e^*I_b,\qquad e^*=\frac53\,e .$$

**The scattering states.** At the fixed point the even channel acquires the factor $e^{2i\delta}=-1$ and the odd channel the factor $+1$. An electron arriving from the source is $(\text{even}+\text{odd})/\sqrt2$. It leaves as $(-\text{even}+\text{odd})/\sqrt2$, which is minus the outgoing wave in the drain. Transmission is therefore perfect.

Let $R_{k\sigma}$ annihilate an electron in the scattering state fed by the source, and $L_{k\sigma}$ one in the state fed by the drain. A transition $R\to L$ puts into the source an electron that would have gone to the drain: one backscattered electron. The dot acts on the even combination
$$b_{k\sigma}=\frac{R_{k\sigma}+L_{k\sigma}}{\sqrt2}.$$

**The Hamiltonian.** With $\nu$ the density of states per spin and channel, the leading corrections to the fixed point are
$$H_{\rm el}=-\frac{\alpha}{2\pi\nu T_K}\sum_{kk'\sigma}(\varepsilon_k+\varepsilon_{k'})\,b^\dagger_{k\sigma}b_{k'\sigma},$$
$$H_{\rm int}=\frac{\beta}{\pi\nu^2T_K}\Big(\sum_{kk'}{:}b^\dagger_{k\uparrow}b_{k'\uparrow}{:}\Big)\Big(\sum_{qq'}{:}b^\dagger_{q\downarrow}b_{q'\downarrow}{:}\Big).$$
Colons mean that the equilibrium expectation value is subtracted. The first term is the linear energy dependence of the phase shift. The second is a local interaction; without derivatives it acts between opposite spins, by the Pauli principle. Particle-hole symmetry excludes a constant one-body potential.

## Lemma 1: the two couplings are equal

**Claim.** $\alpha=\beta=1$.

*Proof.* In a large box the levels of one channel are spaced by $1/\nu$, and a phase shift $\delta$ moves a level by $-\delta/(\pi\nu)$. A diagonal matrix element $M$ thus changes the phase shift by $-\pi\nu M$. For $H_{\rm el}$, $M=-\alpha\varepsilon/(\pi\nu T_K)$, which gives $+\alpha\varepsilon/T_K$. The definition of $T_K$ sets $\alpha=1$.

Now raise both chemical potentials by $\mu_0$. Each spin gains $\nu\mu_0$ electrons in the even channel. The opposite spin then feels $M=\beta\mu_0/(\pi\nu T_K)$, so that
$$\delta(\varepsilon)=\frac{\pi}{2}+\frac{\alpha\varepsilon-\beta\mu_0}{T_K},\qquad \delta(\mu_0)=\frac{\pi}{2}+\frac{(\alpha-\beta)\mu_0}{T_K}.$$
By the Friedel sum rule, $\delta(\mu_0)/\pi$ is the dot occupation per spin. In the Kondo limit the dot charge is frozen at one electron, so this occupation stays at $1/2$ and $\alpha=\beta$. $\square$

The symbols $\alpha$ and $\beta$ are kept below to show where each contribution comes from.

## Lemma 2: elastic events

**Claim.** The elastic backscattering rate, summed over spin, is
$$\Gamma_{\rm el}=\frac{\alpha^2(eV)^3}{12\pi\hbar T_K^2}.$$

*Proof.* First, $H_{\rm int}$ adds nothing to one-body scattering at this order. With bias, $\langle b_k^\dagger b_{k'}\rangle=\delta_{kk'}(f_R+f_L)/2$, where $f_{R,L}$ are the occupations of the two kinds of state. The excess over equilibrium is
$$\frac{\nu}{2}\left(\frac{eV}{2}-\frac{eV}{2}\right)=0.$$

In $H_{\rm el}$, the product $b^\dagger b$ contains $\tfrac12L^\dagger R$. At equal initial and final energy the amplitude for $R\to L$ is
$$M_{LR}=-\frac{\alpha}{2\pi\nu T_K}\,(2\varepsilon)\,\frac12=-\frac{\alpha\varepsilon}{2\pi\nu T_K}.$$
The initial state is filled and the final one empty for $|\varepsilon|<eV/2$. The golden rule gives, per spin,
$$\frac{2\pi}{\hbar}\nu^2\int_{-eV/2}^{eV/2}\frac{\alpha^2\varepsilon^2}{4\pi^2\nu^2T_K^2}\,d\varepsilon
=\frac{\alpha^2}{2\pi\hbar T_K^2}\,\frac{(eV)^3}{12}
=\frac{\alpha^2(eV)^3}{24\pi\hbar T_K^2}.$$
Two spins double this. $\square$

**Remark: an off-centre window.** If the window is centred at $\mu_0$, the Hartree term of Lemma 1 replaces $\alpha\varepsilon$ by $\alpha\varepsilon-\beta\mu_0$. Writing $\varepsilon=\mu_0+x$,
$$\int_{-eV/2}^{eV/2}\big[\alpha x+(\alpha-\beta)\mu_0\big]^2dx=\frac{\alpha^2(eV)^3}{12}+(\alpha-\beta)^2\mu_0^2\,eV .$$
For $\alpha=\beta$ the shift drops out, as it should when the resonance follows the Fermi sea. With $\beta=0$ and $\mu_0=0.15\,eV$, the rate would grow by the factor $1+12(0.15)^2=1.27$.

## Lemma 3: two-particle events

**Claim.** The interaction causes events that backscatter one electron and events that backscatter two, with rates
$$\Gamma_1^{\rm int}=\frac{\beta^2(eV)^3}{12\pi\hbar T_K^2},\qquad
\Gamma_2=\frac{\beta^2(eV)^3}{6\pi\hbar T_K^2}.$$

*Proof.* Each event moves one spin-up and one spin-down electron. Replacing each of the four operators $b$ by its $R$ or $L$ part gives $(1/\sqrt2)^4=1/4$, so every assignment has an amplitude of magnitude
$$|M|=\frac{\beta}{4\pi\nu^2T_K}.$$

*Phase space.* Let a hole lie $x\ge0$ below the chemical potential of its own kind of state, and let the electron arrive $y\ge0$ above that of its new kind. If $n$ is the net number of electrons moved from $R$ to $L$, energy conservation reads
$$x_\uparrow+y_\uparrow+x_\downarrow+y_\downarrow=W,\qquad W=n\,eV .$$
For $W\le0$ there is no phase space. For $W>0$, two non-negative energies with a fixed sum $W$ have phase space $W$. Adding a third gives $\int_0^W w\,dw=W^2/2$, and a fourth gives $\int_0^W (w^2/2)\,dw=W^3/6$. The rate per assignment is therefore
$$\frac{2\pi}{\hbar}\,\nu^4\,\frac{\beta^2}{16\pi^2\nu^4T_K^2}\,\frac{W^3}{6}=\frac{\beta^2W^3}{48\pi\hbar T_K^2}.$$

*Assignments.* Each spin has four possible moves: $R\to L$ contributes $+1$ to $n$, $R\to R$ and $L\to L$ contribute 0, and $L\to R$ contributes $-1$. The 16 combinations divide as follows.

- $n=2$: one combination, both spins $R\to L$.
- $n=1$: four combinations. Either spin goes $R\to L$ while the other makes one of its two neutral moves.
- $n\le0$: the remaining eleven, which are forbidden at zero temperature.

For $n=1$, $W=eV$ and the total is $4/(48\pi)=1/(12\pi)$ in units of $\beta^2(eV)^3/(\hbar T_K^2)$. For $n=2$, $W=2eV$ and the total is $2^3/(48\pi)=1/(6\pi)$. The final states are distinguished by spin and by the kind of state, so no two assignments interfere. $\square$

The single pair assignment outweighs the four single-electron ones because twice the energy opens eight times the phase space.

**Remark: discrete levels.** The count can also be made on levels of spacing $d$, with each chemical potential midway between two levels. Set $m=W/d$. The four excitations are then labelled by non-negative integers with sum $m-2$, and there are $\binom{m+1}{3}=(m^3-m)/6$ choices. The continuum result is multiplied by $1-1/m^2$. The elastic sum of $\varepsilon^2$ over $m=eV/d$ levels is $d^2(m^3-m)/12$ and has the same factor. For $eV=40d$, an explicit enumeration of the final states gives 0.02651 for each one-electron rate and 0.05304 for the two-electron rate, in units of $(eV)^3/(\hbar T_K^2)$. The continuum values are 0.02653 and 0.05305. The effective charge from the enumeration is $1.6668\,e$.

## Proof of the theorem

**Orders.** At the fixed point the amplitude for $R\to L$ vanishes. Backscattering amplitudes thus start at order $1/T_K$ and rates at $1/T_K^2$. Since $eV$ is the one remaining energy scale, this order is $V^3$. Second-order amplitudes, and terms in the Hamiltonian with a higher power of $1/T_K$, can enter a rate by interference with a first-order amplitude at the earliest. That gives $1/T_K^3$. Parts of it that grow with the band cutoff merely renormalise $\alpha$ and $\beta$, which Lemma 1 fixes through the physical phase shift and the dot charge; the rest lies beyond $V^3$. Elastic events leave one particle-hole pair and interaction events leave two, so these do not interfere either.

**Rates by charge.** Adding the one-electron events,
$$\Gamma_1=\Gamma_{\rm el}+\Gamma_1^{\rm int}=\frac{(\alpha^2+\beta^2)(eV)^3}{12\pi\hbar T_K^2},\qquad
\Gamma_2=\frac{2\beta^2(eV)^3}{12\pi\hbar T_K^2}.$$

**Current.** An event of the second kind removes two charges:
$$I_b=e(\Gamma_1+2\Gamma_2)=\frac{e(\alpha^2+5\beta^2)(eV)^3}{12\pi\hbar T_K^2}.$$
For $\alpha=\beta=1$ this is $e(eV)^3/(2\pi\hbar T_K^2)$. With $h=2\pi\hbar$ it becomes $(e^2V/h)(eV/T_K)^2$.

**Noise.** The events are rare, and correlations between them involve products of rates, which are of higher order. The numbers $N_1$ and $N_2$ of events in a time $t$ are then independent Poisson variables, each with variance equal to its mean. For the charge $Q=e(N_1+2N_2)$,
$$\operatorname{Var}Q=e^2(\Gamma_1+4\Gamma_2)\,t .$$
The one-sided noise is $2\operatorname{Var}Q/t$ at long times:
$$S=2e^2(\Gamma_1+4\Gamma_2)=\frac{2e^2(\alpha^2+9\beta^2)(eV)^3}{12\pi\hbar T_K^2}.$$
At zero temperature the incoming streams are noiseless, so $S$ is also the noise of the transmitted current.

**Ratio.**
$$\frac{e^*}{e}=\frac{S}{2eI_b}=\frac{\alpha^2+9\beta^2}{\alpha^2+5\beta^2}\;\xrightarrow{\ \alpha=\beta\ }\;\frac{10}{6}=\frac53 .\qquad\blacksquare$$

**Remark: meaning of 5/3.** At $\alpha=\beta$ the two rates are equal, $\Gamma_1=\Gamma_2$. The mean charge per event is $3e/2$ and the mean squared charge is $5e^2/2$. Noise divided by current measures the quotient of these two, $5e/3$. No excitation carries this charge; the events carry $e$ and $2e$.

## Other coupling ratios

Put $r=(\beta/\alpha)^2$. The function $(1+9r)/(1+5r)$ has derivative $4/(1+5r)^2>0$, so $e^*$ rises steadily with $\beta/\alpha$. It is $1.00\,e$ at $\beta/\alpha=0$, $1.44\,e$ at $0.5$ and $1.67\,e$ at $1$. The formal limit $\alpha=0$ gives $9e/5$, not $2e$, because the interaction also produces one-electron events.

**The case $\beta=0$.** This is a non-interacting resonant level of half-width $\Gamma$, with $T_K=\Gamma$ and reflection probability $\mathcal R\simeq\varepsilon^2/\Gamma^2$ near resonance. Its noise is proportional to $\int\mathcal R(1-\mathcal R)\,d\varepsilon$, hence
$$\frac{e^*}{e}=1-\frac{\int\mathcal R^2d\varepsilon}{\int\mathcal R\,d\varepsilon}\simeq1-\frac{3}{5}\left(\frac{eV}{2\Gamma}\right)^2=1-\frac{3}{20}\left(\frac{eV}{\Gamma}\right)^2 .$$
At $eV=0.1\,\Gamma$ this is 0.9985. The deviation from 1 shows how correlations between events enter at higher order in the bias.

**Weak interaction.** The term $5\beta^2$ in the current can be reached without counting charges. Take the particle-hole symmetric Anderson model with repulsion $U$ and total half-width $\Gamma$. Its density of states at the Fermi level is $\rho=1/(\pi\Gamma)$ per spin. Each dot operator contributes $(\rho/\nu)^{1/2}$ when written in terms of $b_k$, so the interaction strength is $U\rho^2/\nu^2=U/(\pi^2\Gamma^2\nu^2)$. Comparison with $H_{\rm int}$ at $T_K=\Gamma$ gives $\beta=U/(\pi\Gamma)$ to leading order in $U$.

Let $\gamma=-\operatorname{Im}\Sigma$, with $\Sigma$ the retarded self-energy. The golden-rule decay rate of an added electron plus that of an added hole is $2\gamma/\hbar$. The dot levels have occupation $(f_R+f_L)/2$, so the rate is an average over eight choices of chemical potentials $\mu_a,\mu_b,\mu_c=\pm eV/2$. For each choice, three excitation energies add up to $|w|$, with $w=\varepsilon-\mu_a-\mu_b+\mu_c$. Their phase space is $w^2/2$; electrons decay for $w>0$ and holes for $w<0$. Cross terms average to zero, hence
$$\gamma=\pi U^2\rho^3\,\frac{\langle w^2\rangle}{2}=\frac{\beta^2}{2\Gamma}\left[\varepsilon^2+\frac34(eV)^2\right].$$

For equal lead couplings the current is an integral of the dot spectral function over the bias window. The missing fraction at energy $\varepsilon$ is
$$1-\frac{\Gamma(\Gamma+\gamma)}{\varepsilon^2+(\Gamma+\gamma)^2}\simeq\frac{\varepsilon^2}{\Gamma^2}+\frac{\gamma}{\Gamma}.$$
Integrating with the prefactor $2e/h$,
$$I_b=\frac{2e}{h\Gamma^2}\left[\frac{(eV)^3}{12}+\frac{\beta^2}{2}\left(\frac1{12}+\frac34\right)(eV)^3\right]=\frac{2e(eV)^3}{12h\Gamma^2}\,(1+5\beta^2).$$
Since $2/h=1/(\pi\hbar)$, this is the current found above with $\alpha=1$. The real part of $\Sigma$, left out of this integral, also contributes at order $U^2$. It changes the slope of the phase shift from $1/\Gamma$ to $\alpha/\Gamma$, which replaces the 1 in $1+5\beta^2$ by $\alpha^2$.

## The example in numbers

With $T_K=0.10$ meV and $V=10\ \mu$V, $eV/T_K=0.100$. The unitary current is $2e^2V/h=774.8$ pA, and the theorem gives
$$\frac{I_b}{2e^2V/h}=\frac12(0.100)^2=0.00500,\qquad I_b=0.00500\times774.8\ \mathrm{pA}=3.87\ \mathrm{pA}.$$

The elastic rate and the one-electron interaction rate are each $4.03\times10^6\ \mathrm{s^{-1}}$. Hence $\Gamma_1=8.06\times10^6\ \mathrm{s^{-1}}$, and $\Gamma_2$ has the same value. The current follows again as
$$I_b=3e\,(8.06\times10^6\ \mathrm{s^{-1}})=3.87\ \mathrm{pA},$$
and the noise is
$$S=2e^2\times5\times8.06\times10^6\ \mathrm{s^{-1}}=2.07\times10^{-30}\ \mathrm{A^2/Hz}.$$
Dividing by $2I_b$ gives $2.67\times10^{-19}$ C, or $1.667\,e$.

One-electron events supply one third of $I_b$ but one fifth of $S$. The unitary current corresponds to $4.84\times10^9$ incident electrons per second, against $1.61\times10^7$ events per second. About one event occurs per 300 incident electrons, which supports treating the events as independent.

These are leading-order values. Corrections carry at least one further power of $eV/T_K=0.1$, with coefficients not computed here.

## Where the result fails

- **Temperature.** The event rates keep their zero-temperature values only for $k_BT\ll eV$, and in the example $eV/k_B=116$ mK. At finite temperature the processes with $n\le0$ open and the Fermi edges smear. For $\alpha=\beta$ this multiplies $I_b$ by $1+2\pi^2(k_BT/eV)^2$, which in the example is already 1.15 at 10 mK. The noise sets a much stricter limit. The almost perfectly transmitting channel carries thermal noise $4k_BT(2e^2/h)$, which equals $S$ at $k_BT=\tfrac{5}{12}\,eV\,(eV/T_K)^2$. In the example this is 0.48 mK, and at 10 mK the thermal noise is about 21 times $S$. A measurement must separate this background and allow for thermal corrections before its result is compared with $5/3$.
- **Unequal leads, potential scattering or a magnetic field.** Each spoils perfect transmission at the Fermi level. The backscattering amplitude then stays finite as $V\to0$, $I_b$ acquires a part linear in $V$, and at low enough bias that part hides the cubic one.
- **Larger bias.** When $eV$ approaches $T_K$, the expansion about the fixed point no longer applies.
- **Finite repulsion.** The dot charge is frozen only for large $U/(\pi\Gamma)$. The exact equilibrium solution of the symmetric Anderson model gives $\beta/\alpha=0.76$ at $U=\pi\Gamma$ and $0.96$ at $U=2\pi\Gamma$, that is $e^*=1.59\,e$ and $1.66\,e$.
- **Choice of current.** The ratio uses $I_b$, not the transmitted current $I$. An experimental value of $e^*$ therefore depends on how accurately the small difference $(2e^2/h)V-I$ is known.
